# Kissinger's Relation and the Role of First-Order Kinetics

An amorphous film of a phase-change memory material is heated at a constant rate, and its crystallization shows up as a peak in the heat-flow signal. When the run is repeated with faster heating, the peak moves to higher temperature. The material has less time at each temperature, so less of it has transformed by the time a given temperature is reached, and the reaction speeds up to a higher temperature before the loss of untransformed material slows it down. How far the peak moves should therefore say how strongly the rate depends on temperature. The question is what exactly the shift measures, and how much must be known about the reaction to read it.

## 1. The simplest case: first-order kinetics

Let $\alpha$ be the transformed fraction and let the temperature follow $T=T_{\rm start}+\beta t$ with constant $\beta>0$. Four assumptions are made:

- The sample temperature is uniform and equals the programmed one.
- The signal is proportional to $d\alpha/dt$.
- One activated rate constant governs the change, $k(T)=A\,e^{-E/(k_BT)}$, with constant $A$ and $E>0$.
- The reaction is first order: each untransformed part converts with the same probability per unit time, whatever has happened elsewhere.

The last assumption means

$$\frac{d\alpha}{dt}=k(T)\,(1-\alpha).$$

The rate is a product of a factor that grows on heating and a factor that shrinks as material is used up. Its logarithm separates the two:

$$\frac{d}{dt}\ln\frac{d\alpha}{dt}=\frac{1}{k}\frac{dk}{dT}\frac{dT}{dt}-\frac{1}{1-\alpha}\frac{d\alpha}{dt}.$$

In the first term $dT/dt=\beta$ and $d\ln k/dT=E/(k_BT^2)$. In the second, the rate law gives $(d\alpha/dt)/(1-\alpha)=k$. Hence

$$\frac{d}{dt}\ln\frac{d\alpha}{dt}=\frac{\beta E}{k_BT^2}-k(T).$$

The fraction $\alpha$ has dropped out. At the peak temperature $T_p$ the left side vanishes:

$$\frac{\beta E}{k_BT_p^2}=A\,e^{-E/(k_BT_p)}.$$

Multiplying by $k_B/E$ and taking logarithms gives Kissinger's relation,

$$\boxed{\;\ln\frac{\beta}{T_p^2}=-\frac{E}{k_BT_p}+\ln\frac{Ak_B}{E}\;}$$

Here $\beta$ is in K/s and $T_p$ in K inside the logarithms. Another unit for $\beta$ shifts the intercept but leaves the slope alone. A plot of $\ln(\beta/T_p^2)$ against $1/T_p$ is a straight line of slope $-E/k_B$.

**Is it one peak, and a maximum?** Write the condition as $T^2k(T)=\beta E/k_B$. The left side rises monotonically from zero without bound, since

$$\frac{d}{dT}\ln(T^2k)=\frac2T+\frac{E}{k_BT^2}>0.$$

There is one solution. Below it $k<\beta E/(k_BT^2)$ and the rate grows; above it the rate falls. The stationary point is a maximum, and it is seen if the ramp starts below $T_p$ with some material still untransformed.

**Limit $E\to0$.** The growing term $\beta E/(k_BT^2)$ disappears and the rate falls from the start. Without activation there is no interior peak, as there should not be.

**Explicit peak temperature.** Define $x=E/(k_BT_p)$, so that $k_BT_p^2/E=E/(k_Bx^2)$. The peak condition becomes

$$x^2e^x=\frac{AE}{k_B\beta}.$$

The square root, divided by two, is $\frac x2e^{x/2}=\frac12\sqrt{AE/(k_B\beta)}$. The Lambert function $W$ is defined by $We^W=z$, so

$$x=2\,W\!\left(\tfrac12\sqrt{\frac{AE}{k_B\beta}}\right).$$

## 2. Numbers for the first-order case

Take round model parameters $E=2$ eV and $A=10^{21}\ \mathrm{s^{-1}}$, attached to no material. This $A$ is an effective prefactor, not a vibration frequency. Integrating the rate law numerically and locating the maximum gives

| $\beta$ (K/min) | $T_p$ (K) | $1000/T_p$ (1/K) | $\ln(\beta/T_p^2)$ |
|---|---|---|---|
| 2 | 431.107 | 2.31961 | −15.5339 |
| 10 | 443.895 | 2.25278 | −13.9829 |
| 50 | 457.450 | 2.18603 | −12.4337 |

The digits serve to check the mathematics; a measurement would not supply them. From the outer two rows,

$$\frac{E}{k_B}=\frac{-12.4337+15.5339}{(2.31961-2.18603)\times10^{-3}}\ \mathrm K=\frac{3.1002}{1.3358\times10^{-4}}\ \mathrm K\approx2.321\times10^4\ \mathrm K.$$

Multiplication by $k_B=8.617\times10^{-5}$ eV/K returns $E=2.00$ eV. At 10 K/min, $x=23209/443.895=52.285$, and the intercept is $-13.983+52.285=38.302$, which equals $\ln(Ak_B/E)$ for the chosen parameters.

The size of the shift also follows from the peak condition. Since $\ln(T_p^2k)=\ln\beta+\text{const}$, the derivative found above gives

$$\frac{dT_p}{d\ln\beta}=\frac{1}{2/T_p+E/(k_BT_p^2)}=\frac{T_p}{x+2}.$$

At 10 K/min this is $443.9/54.3=8.18$ K, or $8.18\ln2=5.67$ K per doubling. The computed peak moves by 5.60 K from 5 to 10 K/min and by 5.74 K from 10 to 20 K/min, on either side of this local value.

## 3. General kinetics: where first order enters

Now let $d\alpha/dt=k(T)f(\alpha)$ with a smooth $f$. The same differentiation gives

$$\frac{d}{dt}\ln\frac{d\alpha}{dt}=\frac{\beta E}{k_BT^2}+\frac{f'(\alpha)}{f(\alpha)}\frac{d\alpha}{dt}=\frac{\beta E}{k_BT^2}+k(T)f'(\alpha).$$

At an interior maximum, therefore,

$$\frac{\beta E}{k_BT_p^2}=F\,k(T_p),\qquad F\equiv-f'(\alpha_p),$$

and in logarithmic form

$$\ln\frac{\beta}{T_p^2}=-\frac{E}{k_BT_p}+\ln\frac{Ak_B}{E}+\ln F.$$

No reaction order has been used so far. First-order kinetics enters in one place: $f=1-\alpha$ has $f'=-1$ at every $\alpha$, so $\ln F=0$ whatever fraction has transformed by the peak.

For $F$ to be independent of $\alpha$, $f'$ must be a constant, $-q$. With $f(1)=0$ this integrates to $f=q(1-\alpha)$, and $q$ can be absorbed in $A$. First order is thus the case in which the peak condition does not contain $\alpha$ at all.

**Check on history.** Start the 10 K/min ramp at 430 K with 30 % already transformed. The first-order peak stays in place to within numerical error. For second order, $f=(1-\alpha)^2$, the peak moves up by 1.9 K. There $F=2(1-\alpha_p)$ depends on the past: less remaining material lowers $F$, and a larger $k(T_p)$ must compensate. The late start acts the other way, because it omits the consumption below 430 K. The positive shift shows that the initial loss wins here.

## 4. How much has transformed at the peak?

To find $F$ for other laws, $\alpha_p$ is needed. Separate variables for a ramp that starts cold with $\alpha=0$:

$$g(\alpha)\equiv\int_0^\alpha\frac{d\alpha'}{f(\alpha')}=\frac1\beta\int_{T_{\rm start}}^{T}k(T')\,dT'.$$

"Cold" means that the reaction below $T_{\rm start}$ is negligible, so the lower limit may be set to zero. Substitute $y=E/(k_BT')$, for which $dT'=-(E/k_B)\,dy/y^2$. The integral up to $T_p$ is

$$\frac1\beta\int_0^{T_p}k\,dT'=\frac{AE}{k_B\beta}\int_x^\infty\frac{e^{-y}}{y^2}\,dy=\frac{AE}{k_B\beta}\,\frac{E_2(x)}{x},$$

where $E_2(x)=\int_1^\infty e^{-xt}t^{-2}dt$ is the exponential integral, reached by setting $y=xt$. The general peak condition reads $AE/(k_B\beta)=x^2e^x/F$. Inserting it gives

$$F\,g(\alpha_p)=h(x),\qquad h(x)=x\,e^x\,E_2(x).$$

Repeated integration by parts yields, for large $x$,

$$h(x)=1-\frac2x+\frac6{x^2}-\dots$$

At $x=52.285$, $h=0.9638$; the three terms shown give 0.9639.

**Limit: first order.** Here $F=1$ and $g=-\ln(1-\alpha)$, so $\alpha_p=1-e^{-h}=0.619$ at 10 K/min. For $x\to\infty$ it tends to $1-1/e$. Over the whole range of heating rates $\alpha_p$ changes only from 0.6189 to 0.6182. For the other laws treated below, $F\,g(\alpha_p)=h(x)$ likewise holds $\alpha_p$, and with it $F$, nearly constant, because $h$ hardly changes over this range. Their Kissinger plots are therefore almost straight too.

## 5. Reaction order $n$

Let $f=(1-\alpha)^n$ with $n>0$, $n\ne1$, and write $s=(1-\alpha_p)^{n-1}$. Then

$$F=ns,\qquad g(\alpha_p)=\frac{(1-\alpha_p)^{1-n}-1}{n-1}=\frac{1/s-1}{n-1}.$$

The product is $Fg=n(1-s)/(n-1)$. Setting it equal to $h$ gives $s=1-(n-1)h/n$, and so

$$F=n-(n-1)h=1+(n-1)(1-h).$$

**Limits.** For $n\to1$, $F\to1$ as required. For $x\to\infty$, $h\to1$ and again $F\to1$, for any fixed $n$. For $n=2$ at 10 K/min the formula gives $F=2-0.964=1.036$ and $\alpha_p=h/2=0.482$, in agreement with the integrated kinetics.

## 6. Growth of nuclei already present

Crystallization is often growth rather than independent conversion. Suppose that all nuclei exist at the start, with negligible size and random positions, and that every grain grows with the same activated velocity. Let $\theta=(1/\beta)\int k\,dT$ be the grain radius in units fixed by the density of nuclei, so that the volume the grains would fill without overlap, per unit volume, is $\theta^m$ in $m$ dimensions. For random positions, the chance that a point has been reached by no grain is $e^{-\theta^m}$. Thus

$$\alpha=1-e^{-\theta^m}.$$

With $L=-\ln(1-\alpha)=\theta^m$ and $d\theta/dt=k$, differentiation gives

$$\frac{d\alpha}{dt}=k\,m\,\theta^{m-1}e^{-L},\qquad f=m(1-\alpha)L^{1-1/m},\qquad g=\theta=L^{1/m}.$$

For $m>1$ this $f$ vanishes at $\alpha=0$; the form in $\theta$ selects the solution that grows. Use $dL/d\alpha=1/(1-\alpha)=e^L$ to differentiate $f=m\,e^{-L}L^{1-1/m}$:

$$F=-e^L\frac{df}{dL}=m\left[L^{1-1/m}-\left(1-\tfrac1m\right)L^{-1/m}\right].$$

Multiplying by $g=L^{1/m}$ gives $Fg=mL-(m-1)=h$. Therefore, at the peak,

$$L=1-\frac{1-h}{m},\qquad F=\frac hg=h\,L^{-1/m}.$$

**Limits.** For $m=1$, $L=h$ and $F=1$: one-dimensional growth of this kind is first order. For $x\to\infty$, $F\to1$ for every $m$. With $m=3$ at 10 K/min, $L=1-0.0362/3=0.988$, so $\alpha_p=0.628$ and $F=0.968$.

## 7. What the slope and intercept then give

Put $\delta=1-h\approx2/x$. To first order in $\delta$, $\ln F=(n-1)\delta$ for order $n$. For growth,

$$\ln F=\ln(1-\delta)-\frac1m\ln\left(1-\frac\delta m\right)\approx-\left(1-\frac1{m^2}\right)\delta.$$

Both have the form $\ln F\approx2c/x$, with $c=n-1$ or $c=-(1-1/m^2)$. Since $x=(E/k_B)(1/T_p)$, the slope of the Kissinger plot is

$$\frac{d\ln(\beta/T_p^2)}{d(1/T_p)}=-\frac E{k_B}+\frac E{k_B}\frac{d\ln F}{dx}\approx-\frac E{k_B}\left(1+\frac{2c}{x^2}\right).$$

The apparent energy is $E_{\rm app}\approx E(1+2c/x^2)$. Because $x$ is about 50, the correction is below one part in a thousand for the three laws listed next; it grows with $|c|$. Relative to $E$, the fits over five heating rates give:

- second order: $+6.3\times10^{-4}$, against $+7.3\times10^{-4}$ from the leading term;
- order 2/3: $-2.2\times10^{-4}$, against $-2.4\times10^{-4}$;
- three-dimensional growth: $-6.1\times10^{-4}$, against $-6.5\times10^{-4}$.

For second order the gap can be traced. With $\delta=2/x-6/x^2$, $\ln(1+\delta)\approx\delta-\delta^2/2=2/x-8/x^2$. Its derivative is $-(2/x^2)(1-8/x)$, which reduces the correction by the factor 0.85; the fit shows 0.87.

The growth result has a physical reading. Although the volume of a grain varies as $\theta^3$, the fit returns 1.999 eV, the energy in the growth velocity, and not three times that value. The choice $m=3$ assumes a film thick compared with the spacing of the nuclei. In a thinner film the grains meet the surfaces and growth turns two-dimensional. For a thickness of 0.3 in the units of $\theta$ the fit still gives 1.999 eV, but $F$ falls to 0.46 and the fitted prefactor to $0.45A$.

The intercept is more sensitive. Extending the tangent to $1/T_p=0$ adds $\ln F-x\,d\ln F/dx\approx4c/x$ to the intercept. For second order this is $4/52.285=0.077$, an overestimate of $A$ by about 8 %; the fit gives 7 %.

## 8. A law for which $F$ does not approach one

The limit $F\to1$ is a property of the two families above, with $f$ normalized as written there, not of all kinetics. Consider an autocatalytic law, in which the product speeds up the reaction:

$$f=(1-\alpha)(a+\alpha),\qquad F=(a+\alpha_p)-(1-\alpha_p)=2\alpha_p+a-1.$$

Partial fractions, $\frac1f=\frac1{1+a}\left[\frac1{1-\alpha}+\frac1{a+\alpha}\right]$, give

$$g(\alpha)=\frac1{1+a}\ln\frac{a+\alpha}{a(1-\alpha)}.$$

For $a=0.01$ at 10 K/min, $\alpha_p=0.592$ and $F=0.195$. Then $g=\ln(148)/1.01=4.95$ and $Fg=0.96$, as the condition $Fg=h$ demands. For $x\to\infty$ the condition becomes $Fg=1$, which fixes $\alpha_p$, and hence $F$, at a value independent of $\beta$, namely 0.20 for $a=0.01$. This value depends on $a$ (it is 1.30 for $a=1$) and on how the constant is divided between $A$ and $f$: with $f$ rescaled to $f(0)=1$ it would be 20.

The peak lies at 457.7 K, 13.8 K above the first-order one. The peak condition requires $T_p^2k(T_p)$ to rise by $1/F=5.14$; $k$ itself rises by 4.83 and $T_p^2$ supplies the rest. The local scale $T_p/(x+2)$ of Section 2 gives $8.18\times\ln(1/F)=8.18\times1.64=13.4$ K. The scale grows to 8.68 K at the shifted peak, and its mean value gives 13.8 K. The five-rate fit still gives $E$ to within 0.07 %, but its prefactor is 0.19 of the $A$ that multiplies $f$ as written here, and 19 times the prefactor $aA$ of the initial rate. A straight line with the right slope is thus no evidence of first-order kinetics, and the prefactor read from it presupposes a rate law.

## 9. Where the reading fails

If $k(T)$ is not of Arrhenius form, define a local energy $\varepsilon(T)=k_BT^2\,d\ln k/dT$. The first-order peak condition becomes $\beta\varepsilon(T_p)/(k_BT_p^2)=k(T_p)$. Taking logarithms and differentiating,

$$\frac{d\ln(\beta/T_p^2)}{d(1/T_p)}=-\frac{\varepsilon(T_p)}{k_B}-\frac{d\ln\varepsilon}{d(1/T_p)}.$$

In general the plot then curves, and a line fitted over a narrow range gives an energy belonging to that range, which differs from $\varepsilon$ by the contribution of the second term. That term need not be small. For $k\propto e^{-B/(T-T_0)}$ it adds $2k_BT_pT_0/(T_p-T_0)$ to the apparent energy. With $T_0=330$ K, $B=1530$ K and a peak at 444 K, the slope gives 2.22 eV where $\varepsilon=2.00$ eV.

If the thermometer runs ahead of the sample by an amount proportional to $\beta$, the fast peaks are read too high by more than the slow ones. The spread in $1/T_p$ is exaggerated, the slope is too shallow, and $E$ comes out too small. For the first-order model of Section 2, a lag time of only 1 s (0.8 K at 50 K/min) lowers the five-rate fit to 1.94 eV and the prefactor to $0.22A$. This error in $E$ is far larger than the corrections of Section 7.

If new nuclei form during the ramp, nucleation and growth each bring their own activated rate. The form $k(T)f(\alpha)$ with a single $k$ is then not guaranteed, and the slope cannot be assigned to either process without a further model.

The numerical output below lists the peak temperature, $\alpha_p$, $F$ and the fitted $E$ and $A$ for the five single-rate laws compared in Sections 1 to 8.

## Values computed for the example and the checks

```
Boltzmann constant = 8.617333e-05 eV/K
activation energy E = 2.000 eV, prefactor A = 1.00e+21 1/s
E/kB = 23209.04 K, ln(A*kB/E) = 38.3020 (A*kB/E in 1/(K s))
FIRST ORDER, simulated peaks
beta =    2 K/min = 0.03333 K/s: Tp = 431.107 K, 1000/Tp = 2.31961 1/K, ln(beta/Tp^2) = -15.5339
beta =    5 K/min = 0.08333 K/s: Tp = 438.298 K, 1000/Tp = 2.28156 1/K, ln(beta/Tp^2) = -14.6507
beta =   10 K/min = 0.16667 K/s: Tp = 443.895 K, 1000/Tp = 2.25278 1/K, ln(beta/Tp^2) = -13.9829
beta =   20 K/min = 0.33333 K/s: Tp = 449.635 K, 1000/Tp = 2.22402 1/K, ln(beta/Tp^2) = -13.3155
beta =   50 K/min = 0.83333 K/s: Tp = 457.450 K, 1000/Tp = 2.18603 1/K, ln(beta/Tp^2) = -12.4337
largest |Tp(simulated) - Tp(Lambert W)| = 4.9e-09 K
E from the slowest and fastest ramps alone = 2.00000 eV
FIRST ORDER at 10 K/min
x = E/(kB*Tp) = 52.285, h(x) = 0.96379, 1-2/x+6/x^2 = 0.96394
k(Tp) = 0.01963 1/s, beta*E/(kB*Tp^2) = 0.01963 1/s
temperature scale kB*Tp^2/E = 8.490 K
ALL LAWS: peak data at 10 K/min, then fit over all five ramps
first order: Tp = 443.895 K, alpha_p = 0.6186, F = 1.0000
   fitted E = 2.00000 eV, fitted A / true A = 1.0000
second order: Tp = 443.605 K, alpha_p = 0.4819, F = 1.0362
   fitted E = 2.00127 eV, fitted A / true A = 1.0718
order 2/3: Tp = 443.995 K, alpha_p = 0.6927, F = 0.9879
   fitted E = 1.99956 eV, fitted A / true A = 0.9763
3D growth: Tp = 444.164 K, alpha_p = 0.6277, F = 0.9677
   fitted E = 1.99878 eV, fitted A / true A = 0.9368
autocatalytic: Tp = 457.686 K, alpha_p = 0.5923, F = 0.1946
   fitted E = 1.99866 eV, fitted A / true A = 0.1880
RELATIVE ERROR OF FITTED E: simulated, and leading term 2c/x^2
second order: +6.33e-04, +7.31e-04
order 2/3: -2.22e-04, -2.44e-04
3D growth: -6.08e-04, -6.51e-04
autocatalytic constant a = 0.01; relative error of E = -6.69e-04
alpha_p AT SLOWEST AND FASTEST RAMP
first order: 0.61893, 0.61816
second order: 0.48240, 0.48138
order 2/3: 0.69302, 0.69238
3D growth: 0.62777, 0.62752
autocatalytic: 0.59242, 0.59222
HISTORY TEST at 10 K/min: start at 430 K with alpha = 0.3
first-order peak shift: size 1.2e-11 K
second-order peak shift = +1.904 K
```
